Classical Nonadiabatic Trap-to-Trap Hopping Rate from Landau-Zener Passages, part 1

(Sections cited here and not found follow in the second part.)

## I. From one passage to the thermal rate

**The result**

An electron sits on a localized trap state 1 and can hop to a second localized trap state 2. The energies of both states depend on the positions of the surrounding atoms. If the electronic coupling V is weak and the lattice moves classically at temperature T, the hopping rate is

k = (2π/ħ) V² (4πλΘ)^(−1/2) exp[−(λ+ΔE)²/(4λΘ)],  Θ = k_B T.  (1)

Here λ is the reorganization energy and ΔE is the minimum energy of state 2 minus that of state 1. The derivation multiplies the probability of an electronic hop during one passage through the crossing of the two energy curves by the thermal rate of such passages. Passages in both directions must be counted. The flux in one direction, multiplied by the hop probability of a single passage, gives half of (1).

**The two parabolas**

Let x be a single lattice coordinate, measured in units of the displacement between the two minima. It is a pure number. The two energy curves are

U₁(x) = λx²,  (2)

U₂(x) = λ(x−1)² + ΔE.  (3)

Their minima lie at x = 0 and x = 1. The vertical energy of state 2 at its own displacement from equilibrium, U₂(0) − U₂(1) = λ, shows the meaning of λ: it is the energy released when the lattice relaxes after a sudden hop.

The states 1 and 2 are diabatic states: each keeps its electronic character as x changes. The coupling V is the off-diagonal element of the electronic Hamiltonian between them. It is taken as real and independent of x. At the crossing the two adiabatic energies are then separated by 2V.

The gap between the curves is

G(x) = U₂(x) − U₁(x) = λ(x² − 2x + 1) + ΔE − λx² = λ + ΔE − 2λx.  (4)

The quadratic terms cancel because the curvatures are equal, so the gap is linear in x. It vanishes at

x_c = (λ+ΔE)/(2λ),  (5)

and the energy of the crossing above the minimum of state 1 is

E_B = λx_c² = (λ+ΔE)²/(4λ).  (6)

Divided by −Θ, this is the exponent in (1).

If the lattice oscillates with angular frequency ω, its kinetic energy is Mv²/2 with v = dx/dt. The effective mass M follows from writing the potential as Mω²x²/2 = λx²:

M = 2λ/ω².  (7)

Since x has no unit, v has the unit of inverse time, and M has the unit of energy times time squared.

**The hop probability in one passage**

Near the crossing the lattice moves with nearly constant velocity v. Choose t = 0 at the crossing. By (4) the gap is then −2λvt, and its rate of change has the magnitude

s = 2λ|v|.  (8)

Write the electronic amplitudes as c₁ and c₂. The Schrödinger equation for the second is

iħ dc₂/dt = U₂c₂ + Vc₁.  (9)

Remove the fast phases by setting c_j = b_j exp[−(i/ħ)∫₀ᵗ U_j dt′]. Differentiating c₂ produces a term U₂c₂ on the left, which cancels the one on the right. What remains is

iħ db₂/dt = V b₁ exp[(i/ħ)∫₀ᵗ G dt′].  (10)

The electron starts in state 1. To first order in V, b₁ keeps its initial value 1. With G = ±st the phase integral is ±st²/2, so the final amplitude is

b₂ = −(iV/ħ) ∫ exp[±ist²/(2ħ)] dt,  (11)

with the integral taken from −∞ to ∞. Rotating the integration path by ±45° in the complex plane, t = e^{±iπ/4}τ, turns the integrand into a decaying Gaussian, because (e^{±iπ/4})² = ±i and (±i)(±i) = −1. Hence

∫ exp[±ist²/(2ħ)] dt = e^{±iπ/4} ∫ exp[−sτ²/(2ħ)] dτ = e^{±iπ/4} (2πħ/s)^{1/2}.  (12)

The phase disappears in the squared magnitude, and so does the direction of motion:

P(v) = |b₂|² = (V²/ħ²)(2πħ/s) = 2πV²/(ħs) = πV²/(ħλ|v|).  (13)

This is the weak-coupling form of the Landau-Zener probability

P_LZ = 1 − exp[−2πV²/(ħs)].  (14)

Equation (14) is the known solution of the linear crossing for any coupling. It is not needed for (1), but it will serve to estimate the error made for slow passages. Direct integration of the two-state Schrödinger equation, in units where ħ = 1 and s = 1, gives a hop probability of 0.002510 for V = 0.02, where (13) gives 0.002513. For V = 0.3 the integration gives 0.43192. Equation (14) gives the same five digits, while (13) gives 0.56549 and is no longer usable.

In (13) a hop means a change of diabatic state. In the adiabatic description the same event is the one in which the electron stays on its adiabatic curve. The weak-coupling limit is therefore the limit in which most passages leave the electron on the original trap.

The integral (12) collects its value within a time of order (ħ/s)^{1/2} around the crossing. The linear gap is justified if the velocity changes little during this time. The acceleration at the crossing has the magnitude ω²|x_c|, so the relative change of the thermal speed v_T, given in (18) below, is ω²|x_c|(ħ/s)^{1/2}/v_T. Inserting v_T into (8) gives s = ω(2λΘ)^{1/2}, and the square of the relative change is (2E_B/Θ)ħω/(2λΘ)^{1/2}. For a barrier of order Θ or higher, the linear gap is therefore justified when ħω is small compared with (2λΘ)^{1/2}Θ/(2E_B). This is a rough guide, since it uses only the acceleration on U₁. On U₂ the acceleration is ω²|1−x_c|, which is larger for x_c < 1/2, so for small |x_c| the condition is too lenient; the quantum correction of Part II is the same for ΔE and −ΔE although E_B is not. Electronic and lattice motion are also treated on one common trajectory, which belongs to the same classical limit.

**The thermal rate of passages**

Hops are assumed to be rare enough that the lattice around an occupied trap 1 stays in thermal equilibrium. Position and velocity are then independent, with the normalized densities

ρ(x) = (λ/(πΘ))^{1/2} exp(−λx²/Θ),  (15)

f(v) = (M/(2πΘ))^{1/2} exp[−Mv²/(2Θ)].  (16)

In a short time dt, a system with velocity v passes x_c if it starts within a distance |v|dt on the side from which it approaches. The probability of this is ρ(x_c)|v|dt. The rate of passages with velocities in dv is therefore |v|ρ(x_c)f(v)dv. Each passage contributes a hop with probability P(v), so

k = ∫ |v| ρ(x_c) f(v) P(v) dv,  (17)

with v running from −∞ to ∞. Both signs belong here: the lattice passes the crossing on its way out and again on its way back, and the electron can hop either time.

Insert (13). The factor |v| of the flux cancels the factor 1/|v| of the hop probability:

k = ρ(x_c) (πV²/(ħλ)) ∫ f(v) dv = ρ(x_c) πV²/(ħλ),

because f is normalized. With (15) and (6),

k = (πV²/(ħλ)) (λ/(πΘ))^{1/2} exp(−E_B/Θ) = (V²/ħ)(π/(λΘ))^{1/2} exp(−E_B/Θ).

Since 2π/(4π)^{1/2} = π^{1/2}, the last expression is equation (1). If the velocity integral is restricted to v > 0, it equals 1/2, and the rate is halved.

The frequency ω and the mass M have dropped out. A lattice with a higher frequency brings the system to the crossing more often, but it also passes faster and leaves less time for each hop. In the weak-coupling limit the two effects cancel.

**Flux and mean hop probability**

It is useful to see the two factors separately. Define the thermal speed and the hop probability at that speed:

v_T = (Θ/M)^{1/2} = ω(Θ/(2λ))^{1/2},  (18)

a = P(v_T) = πV²/(ħλv_T) = 2πV²/[ħω(2λΘ)^{1/2}].  (19)

The mean of |v| over (16) is (2/π)^{1/2}v_T. The two-way flux is thus

Φ = ρ(x_c)(2/π)^{1/2} v_T = (λ/(πΘ))^{1/2} (2/π)^{1/2} ω(Θ/(2λ))^{1/2} exp(−E_B/Θ) = (ω/π) exp(−E_B/Θ).  (20)

The hop probability averaged over the passages is

⟨P⟩ = ∫ |v| f P dv / ∫ |v| f dv = a v_T/[(2/π)^{1/2}v_T] = a(π/2)^{1/2}.  (21)

The product Φ⟨P⟩ is again (1). The usual attempt frequency ω/(2π) of a classical barrier problem belongs to the one-way flux Φ/2.

**The same rate from closed orbits**

Counting along orbits confirms the factor of two by another route. The energies E of a classical one-dimensional oscillator are distributed as exp(−E/Θ)dE/Θ, since equal energy intervals fill equal areas of phase space. An orbit with E > E_B passes x_c twice in each period 2π/ω, at a rate ω/π. Its speed there follows from Mv²/2 = E − E_B = ε:

|v| = ω(ε/λ)^{1/2}.  (22)

Therefore

k = ∫₀^∞ (dε/Θ) exp[−(E_B+ε)/Θ] (ω/π) πV²/[ħλω(ε/λ)^{1/2}]

 = V²/(ħλ^{1/2}Θ) exp(−E_B/Θ) ∫₀^∞ ε^{−1/2} exp(−ε/Θ) dε.  (23)

The substitution ε = Θy² gives (πΘ)^{1/2} for the integral, and (1) returns with its full prefactor.

**A reading as a density of gaps**

In thermal equilibrium x has mean zero and variance Θ/(2λ). By (4) the gap G is then Gaussian with mean λ+ΔE and variance 4λ²·Θ/(2λ) = 2λΘ. Its probability density at G = 0 is

p_G(0) = (4πλΘ)^{−1/2} exp[−(λ+ΔE)²/(4λΘ)],

so that

k = (2π/ħ) V² p_G(0).  (24)

This form also covers a lattice with many classical modes of equal curvature in both states. The gap passes zero with speed |dG/dt|, each passage carries a hop probability 2πV²/(ħ|dG/dt|), and the speed cancels as before. If mode i contributes λ_i to the reorganization energy, the independent Gaussian contributions add up to the variance 2Θ∑λ_i. Equation (1) therefore holds with λ = ∑λ_i, under the same assumptions of weak coupling and independent passages.

If the curvatures differ, G is no longer linear. Each crossing point x_c of the two curves then has its own slope G′(x_c), and the steps from (8) to (17) give

k = ∑_c (2πV²/ħ) (λ/(πΘ))^{1/2} exp[−U₁(x_c)/Θ]/|G′(x_c)|,  (25)

where λ in the square root still describes the initial curve (2).

**Temperature, bias and the reverse hop**

At fixed λ and T the rate grows as ΔE falls from zero to −λ. At ΔE = −λ the crossing lies at the minimum of state 1 and the barrier vanishes. For still lower ΔE the crossing moves to x_c < 0 and the barrier returns, so a stronger driving energy then slows the hop.

The reverse hop starts in state 2, and ΔE changes its sign. Its barrier is

(λ−ΔE)²/(4λ) = E_B − ΔE,

because (λ−ΔE)² = (λ+ΔE)² − 4λΔE. The prefactors are equal, and

k_back/k = exp(ΔE/Θ).  (26)

This is detailed balance for two wells of equal curvature.

With β = 1/Θ, equation (1) has the form ln k = constant + (1/2)ln β − βE_B, if V, λ and ΔE do not depend on temperature. The local slope of an Arrhenius plot is

−d(ln k)/dβ = E_B − Θ/2.  (27)

The shift has a simple origin. In (17) the hopping systems have the velocity weight |v|f/|v| = f, so their mean kinetic energy at the crossing is Θ/2 and their mean total energy is E_B + Θ/2. The mean energy of all oscillators is Θ. The difference is the slope (27).

## II. Limits of the rate and a silicon nitride example

**Symbols and results carried over**

The lattice coordinate x moves on U₁ = λx² and U₂ = λ(x−1)² + ΔE, with gap G = λ+ΔE−2λx, crossing x_c = (λ+ΔE)/(2λ) and barrier E_B = λx_c². The coupling is V, the lattice frequency is ω, and Θ = k_BT. The classical rate is (1). It is the product of the two-way flux (ω/π)exp(−E_B/Θ) and the mean hop probability a(π/2)^{1/2}, where a = 2πV²/[ħω(2λΘ)^{1/2}] is the hop probability at the thermal speed v_T.

**Slow passages**

The weak-coupling probability a v_T/|v| exceeds 1 for very slow passages, so it must fail there. The flux contains few of them, and the error can be computed. Let u = |v|/v_T. By (14) an electron survives one passage on trap 1 with probability exp(−a/u). During the two passages of one excursion beyond x_c, it hops at least once with probability

1 − exp(−b/u),  b = 2a.  (28)

In the weak-coupling limit this is b/u. The one-way flux has the weight u exp(−u²/2), and the weak-coupling average is b∫₀^∞ exp(−u²/2)du = b(π/2)^{1/2}. The relative loss is thus

L = (2/π)^{1/2} b⁻¹ ∫₀^∞ u exp(−u²/2) [b/u − 1 + exp(−b/u)] du.  (29)

For small b, split the integral at u₀ with b ≪ u₀ ≪ 1. Above u₀ the bracket is b²/(2u²). With w = u²/2 this part becomes

(b²/2)∫_{u₀}^∞ exp(−u²/2) du/u = (b²/4)∫_{u₀²/2}^∞ e^{−w} dw/w = (b²/2)[−ln u₀ + (ln 2)/2 − γ/2],  (30)

where the small-argument form ∫_δ^∞ e^{−w}dw/w = −γ − ln δ was used and γ = 0.5772 is Euler's constant. Below u₀ the Gaussian is 1. With r = b/u and δ = b/u₀, two integrations by parts give

b²∫_δ^∞ r⁻³(r − 1 + e^{−r}) dr = b²[1/4 + (1/2)(1 − γ − ln δ)].  (31)

The first integration leaves the boundary term 1/4 and (1/2)∫r⁻²(1−e^{−r})dr. The second leaves the boundary term 1 and the integral already used in (30). In the sum of (30) and (31) ln u₀ cancels, and

L ≈ [b/(2π)^{1/2}] [ln(1/b) + 3/2 − 3γ/2 + (ln 2)/2].  (32)

Quadrature of (29) at b = 0.01 and b = 0.001 agrees with (32) to within b².

Equation (28) counts electrons that leave trap 1 at least once. For |ΔE| < λ some of them return at once. An electron that hops on the way back moves up the curve U₂, turns, and meets the crossing again. Let X be the probability that an electron still on curve 1 after the outward passage finally reaches well 2. It must hop on the return passage, and then either stay on curve 2 at the next passage or hop back to curve 1 and repeat:

X = P[(1−P) + PX],  hence X = P(1−P)/(1−P²) = P/(1+P).

The total for one excursion is P + (1−P)P/(1+P) = 2P/(1+P). With P = 1−exp(−y) and y = a/u, this is 2y − 3y² to second order, whereas (28) is 2y − 2y². The coefficient of the logarithm in (32) therefore grows by a factor 3/2. All this adds probabilities and leaves out interference, so it gives the size of the effect.

The classical rate (1) has been derived by counting passages in both directions, and the error from slow passages has been estimated for weak coupling. What remains is to compare this rate with one that treats the lattice quantum mechanically, and to apply it to a silicon nitride example.
